Why a magnetic crystal does not define the moment of an atom

**Q:** Two programs give me different moments for the same atom in the same magnet, with the same functional. The moment of an atom is a physical property, so at least one program must be wrong.

**A:** Not necessarily. First compare something that both programs must agree on if they are converged, reach the same state and treat the core electrons alike. In a collinear calculation without spin-orbit coupling this is the spin density

m(r) = n↑(r) − n↓(r).

I count moments in Bohr magnetons (μ_B), one per unpaired electron, taking g = 2 and leaving out orbital magnetism. Positive means an excess of up electrons. If the two programs agree on m(r) and still print different atomic moments, they have assigned moment to the atoms by different rules.

**Q:** But the total moment must be definite. Why does that not carry over to its parts?

**A:** The total per cell is definite because the crystal is periodic. In one dimension, with period a, let the cell start at x₀:

M(0) = ∫ from x₀ to x₀+a of m(x) dx.

Its derivative with respect to x₀ is m(x₀+a) − m(x₀) = 0, so the starting point does not matter. In three dimensions, any cell can be cut up and its pieces moved by lattice vectors to form any other cell, and m does not change under those moves.

An atomic moment needs something more, a rule of assignment. Orbital-based rules, which use the wavefunctions, come later. A real-space rule is a weight w_A(r) that says how much of each point belongs to atom A:

μ_A = ∫ w_A(r) m(r) dr, with the weights of all atoms adding to 1 at every point if the whole moment is to be assigned. (Spheres that leave space between them, met below, do not assign all of it.)

For weights that add to 1 and repeat from cell to cell, periodicity fixes the sum of the moments in a cell. Nothing in m(r) selects w_A. If a second such rule has weights w_A′, then

μ_A′ − μ_A = ∫ (w_A′ − w_A) m dr,

and the other atoms change by the opposite amount in total.

**Q:** So an atomic moment is not an observable at all?

**A:** That goes too far. The moment inside a sphere of stated centre and radius is the expectation value of a Hermitian operator, the spin density operator integrated over that sphere. It is as well defined as m(r). What is undefined is "the moment of the atom" with no rule attached.

The Fourier components of the spin density are defined in the same sense. They are

M(G) = ∫ over one cell of m(r) exp(−iG·r) dr,

and together they are equivalent to the density itself, with Ω the cell volume:

m(r) = (1/Ω) Σ_G M(G) exp(iG·r).

Anything computed from m(r) by a stated rule is then defined too.

**Q:** I would like to see this in a case where everything can be checked.

**A:** Take a one-dimensional model crystal in atomic units, with a = 6 bohr, atom A at 0 and atom B at d = 3 bohr. Each atom carries one function exp(−αx²), normalized, with α = 0.5 bohr⁻² on A and 0.25 bohr⁻² on B. The electrons move independently in fixed attractive Gaussian wells of standard deviation 1 bohr, which stand in for a self-consistent potential. The depths are 1.5 hartree on B, and on A 2.0 hartree for spin up and 1.2 hartree for spin down.

These two functions per cell are the whole basis, so there are two bands per spin. All numbers below belong to this basis, not to the exact solution for the wells. Both up bands and the lower down band are filled, below a gap of 0.158 hartree (4.30 eV). Each filled band holds one electron per cell, so

M(0) = 2 − 1 = 1 μ_B.

In any collinear band insulator without spin-orbit coupling, where every band is either full or empty, the same counting makes M(0) an integer. In a metal it need not be one.

**Q:** Where does that one Bohr magneton sit?

**A:** It is spread over both atoms, and here we can say what it is. At wave vector k, let χ be the row of the two Bloch sums χ_A, χ_B, let S be their overlap matrix, and let the columns of C hold the coefficients of both bands. Orthonormality of the bands reads C†SC = 1. Hence C†S is the inverse of C, so CC†S = 1 and CC† = S⁻¹. The density of two filled bands is therefore

χ CC† χ† = χ S⁻¹ χ†,

averaged over k. It contains no trace of the potential, so it is the same for both spins. The up density thus equals the sum of the two down-band densities. Subtracting the filled down band leaves

m(x) = density of the empty down band ≥ 0.

It is 0.526 μ_B/bohr at A and 0.099 μ_B/bohr at B. Most of the moment is near A, but there is no gap in space between "A's part" and "B's part".

**Q:** Then draw a sphere around each atom and integrate. That sounds objective.

**A:** It is, once you choose the radius. The result follows from the Fourier components. For a sphere of radius R centred at τ, averaging the plane wave over directions gives sin(Gr)/(Gr), so

∫ exp(iG·r) dr = exp(iG·τ) (4π/G) ∫₀ᴿ r sin(Gr) dr
= exp(iG·τ) (4π/G³) [sin(GR) − GR cos(GR)].

Multiplying by M(G)/Ω and summing over G gives the sphere moment. The G = 0 term is M(0) times the sphere's share of the cell volume. In one dimension the sphere becomes the interval from τ − R to τ + R, and

∫ exp(iGx) dx = exp(iGτ) · 2 sin(GR)/G,

with the limit 2R at G = 0.

In the model M(G) is real and M(−G) = M(G), so each pair ±G contributes twice the cosine part. For G = 1, 2, 3, 4 times 2π/a, the components are 0.5390, 0.4230, 0.1004 and 0.0137 μ_B. With R = 1 bohr around A, the factors 2 sin(GR)/G are 1.654, 0.827, 0 and −0.413 bohr, and

μ_A = (1/6)[2(1) + 2(0.5390)(1.654) + 2(0.4230)(0.827) + 0 − 2(0.0137)(0.413)]
= (1/6)(2 + 1.783 + 0.700 − 0.011) = 0.745 μ_B.

Around B, exp(iGd) reverses the sign of the odd terms:

μ_B = (1/6)(2 − 1.783 + 0.700 − 0.011) = 0.151 μ_B.

These sums stop at the fourth component; direct integration of m(x) gives 0.7451 and 0.1510 μ_B, so the dropped terms do not affect the three decimals shown. The two add to 0.896 μ_B, so 0.104 μ_B lies outside both intervals. With R = 1.2 bohr the moment of A is 0.791, and with R = 1.5 bohr it is 0.822 μ_B. At 1.5 bohr the intervals touch and fill the cell, so the sum is 1. Touching spheres in three dimensions leave space between them.

**Q:** Bader's construction has no radius to choose. The density itself draws the boundary.

**A:** It removes the radius, but choosing that construction is still a choice. Bader's region of an atom is the set of points from which the path of steepest ascent in the total density n = n↑ + n↓ ends at that atom's density maximum. No gradient line of n crosses the surfaces between these regions. In one dimension the boundary is the minimum of n between the atoms, here 1.289 bohr from A. This gives

μ_A = 0.804 μ_B, μ_B = 0.196 μ_B.

Moving the boundary to the midpoint, 1.5 bohr, gives 0.822 and 0.178. The difference of 0.018 μ_B is the moment in the two thin strips on either side of A. Both rules use the same m(x) and both account for all of it.

There is a practical consequence. The Bader boundary follows n, not m. If two functionals give different Bader moments, part of the difference can come from a moved boundary.

**Q:** Mulliken analysis avoids boundaries altogether. It asks which atom's orbitals the electrons occupy.

**A:** Then the answer depends on what you call an atom's orbitals. Let P be the up-minus-down density matrix at each k, that is, the sum of cc† over filled up bands minus the same sum over filled down bands, where c is the coefficient column of a band. A normalized state has c†Sc = 1, so the trace of Q = PS counts the moment. Mulliken's rule gives atom A the diagonal element:

μ_A = ⟨Re Q_AA⟩,

where ⟨…⟩ is the average over k. In the original basis this is 0.896 μ_B, leaving 0.104 for B.

Now add to each B function a multiple λ of the A functions on either side of it:

φ_B′(x) = φ_B(x − d) + λ[φ_A(x) + φ_A(x − a)].

In the Bloch sum, a function centred at x_c carries the phase exp(ikx_c). The two neighbours of B lie at distances −d and +d from it, so the added part is

λ[exp(ikd) + exp(−ikd)] χ_A = t χ_A, with t = 2λ cos(kd).

The new Bloch sums are χ′ = χT, with

T = [[1, t], [0, 1]], T⁻¹ = [[1, −t], [0, 1]].

Since T can be inverted for every λ, the new functions span the same space. The energies, the wavefunctions and m(x) do not change.

**Q:** But the Mulliken moment does?

**A:** Yes. The same state χc = χ′c′ requires c′ = T⁻¹c, so P′ = T⁻¹P(T⁻¹)†. The overlap becomes S′ = T†ST. Therefore

Q′ = P′S′ = T⁻¹P(T⁻¹)†T†ST = T⁻¹QT.

For the AA element, the first row of T⁻¹ is (1, −t) and the first column of T is (1, 0), so

Q′_AA = Q_AA − t Q_BA.

For the BB element, the second row of T⁻¹ is (0, 1) and the second column of T is (t, 1), so Q′_BB = Q_BB + t Q_BA. The sum is unchanged, and

μ_A(λ) = μ_A(0) − 2λ⟨cos(kd) Re Q_BA⟩.

In the model this is

μ_A(λ) = 0.8958 + 0.5992 λ (in μ_B).

At λ = −0.2 it gives 0.776. At λ = 0.2 it gives 1.016, which leaves −0.016 for B. At λ = −0.6605 the two atoms have 0.500 each. A straight line with nonzero slope reaches every real value, so the state alone sets no limit on this Mulliken moment.

**Q:** A negative moment on B, when m(x) is nowhere negative? That must be an error.

**A:** It is a property of the rule. Since m is the density of one band, the B share at each k is

Q_BB = S_BB|c_B|² + c_B c_A* S_AB.

The first term is positive. The second is B's half of the overlap population, and its real part can be negative and larger in size. No region of space has been integrated, so the sign of m(x) does not protect the result.

**Q:** At λ = −0.66 your "B function" has a great deal of A in it. Nobody would call that an orbital of B.

**A:** I agree, and a sensible basis narrows the range. It does not supply a sharp criterion. The modest changes λ = ±0.2 already move μ_A by 0.24 μ_B from one to the other. In practical calculations, diffuse functions on one atom can likewise describe density near its neighbour.

**Q:** Wannier functions are built from the bands themselves. Surely they settle it.

**A:** They turn the basis choice into a choice of bands and of gauge. One option is to use both bands and make the Bloch sums orthonormal symmetrically, χ̃ = χS^(−1/2). Since (χ̃)†χ̃ integrates to S^(−1/2)SS^(−1/2) = 1, these define orthonormal Wannier functions, one per atom. A state χc equals χ̃S^(1/2)c, so its weight on A is |(S^(1/2)c)_A|². With both up bands full, each Wannier function holds one up electron. The filled down band puts 0.121 electrons on A, and

μ_A = 1 − 0.121 = 0.879 μ_B.

The other option is to build Wannier functions from the filled bands alone, separately for each spin, and assign each whole function to the atom at its centre. Chosen as localized as possible, the up functions are centred on A and B, and the down function on B. Then

μ_A = 1 − 0 = 1 μ_B, μ_B = 1 − 1 = 0.

This is a formal count, like an oxidation state. The down function has a tail on A, but the count gives all of it to B.

Both options have a gauge freedom; in the second it was fixed by asking for the most localized up functions. In the first, replacing χ̃ by χ̃U(k), with U unitary and periodic apart from the phase convention of the Bloch sums, gives another orthonormal set for the same bands. The population matrix ρ becomes U†ρU, whose diagonal elements generally differ. Starting the symmetric construction from the mixed basis χ′ = χT is such a change: χ′S′^(−1/2) = χ̃U with U = S^(1/2)TS′^(−1/2), and U†U = S′^(−1/2)T†STS′^(−1/2) = 1. So the value 0.879 μ_B belongs to the original basis functions and changes with λ. Requiring the functions to be as localized as possible is a reasonable rule, but it is again a rule.

**Q:** Neutrons measure atomic moments, though. Diffraction papers list them.

**A:** Suppose orbital magnetism is negligible and the magnetic Bragg amplitudes have been reduced to values of M(G). To get atomic moments one writes

M(G) = Σ_j μ_j f_j(G) exp(−iG·τ_j), with f_j(0) = 1,

and supplies the form factors f_j. These are assumptions about the shape of each atom's spin density.

In the model, try the densities of the two basis functions. The density of a normalized function exp(−αx²) is proportional to exp(−2αx²), so its form factor is f(G) = exp(−G²/(8α)). At the first two nonzero G, this gives 0.760 and 0.334 for A, and 0.578 and 0.112 for B. The phase exp(−iGd) is −1 and then +1:

0.760 μ_A − 0.578 μ_B = 0.539
0.334 μ_A + 0.112 μ_B = 0.423.

The solution is μ_A = 1.10 and μ_B = 0.51 μ_B. Using α = 0.6 bohr⁻² for A's form factor instead gives 0.95 and 0.38 μ_B.

**Q:** Those add to 1.61 and 1.33. The cell total is 1.

**A:** So both sets of form factors are poor here, although each reproduces its two data points. A measurement of M(0), from the bulk magnetization, would expose that.

**Q:** With perfect form factors, then, the moments would be unique.

**A:** No, because a perfect fit to every M(G) can be rearranged. Write the density as a sum of atomic pieces,

m(x) = Σ_R [m_A(x − R) + m_B(x − R − d)],

where R runs over the lattice. Take any localized function g and replace m_A(x) by m_A(x) + g(x), and m_B(x) by m_B(x) − g(x + d). In the sum, B's change is −g(x − R − d + d) = −g(x − R), which cancels A's change. The density and all M(G) are the same, while μ_A has increased by ∫g dx and μ_B has decreased by as much.

**Q:** What about an antiferromagnet? The cell total is zero, so the sublattice moment is all there is.

**A:** There is still M(G). Suppose a shift by half the period reverses the spin density, m(x + a/2) = −m(x). For G = 2πn/a, the second half of the cell contributes −exp(−iGa/2) = −(−1)ⁿ times the first half, so

M(G) = [1 − (−1)ⁿ] ∫ from 0 to a/2 of m(x) exp(−iGx) dx.

The odd components can be nonzero, and they describe the magnetic order without dividing space. Any rule that respects this symmetry gives opposite moments on the two sublattices. Symmetry does not fix their size.

**Q:** Are there cases where my original belief is harmless?

**A:** Yes. One case is fixed by symmetry. With one atom per cell, all atoms are equivalent by translation, so every rule that respects translations and distributes the whole moment gives each atom M(0). Likewise, if all N atoms of a cell are carried into one another by symmetries that leave m unchanged, every rule that respects those symmetries and distributes the whole moment gives each atom M(0)/N. A sphere that does not fill the cell still gives an answer that depends on its radius.

Another case is a well-localized moment, divided in real space. For two real-space rules,

|μ_A′ − μ_A| ≤ ∫ |w_A′ − w_A| |m| dr.

If |m| is tiny wherever the rules disagree, so is the difference. The Mulliken slope also vanishes in the model when the empty band lies wholly on A: with c the coefficient column of that band, Q_BA = c_B(c†S)_A, which is zero when c_B = 0. That protects the Mulliken moment only against mixing A into B. Mixing B into A, with T = [[1, 0], [t, 1]], gives Q′_AA = Q_AA + t Q_AB, and for c_B = 0 we have Q_AB = |c_A|² S_AB, which is nonzero as long as the Bloch sums overlap. Our crystal is not in that limit. Across the interval rules with R = 1 and 1.5 bohr, Bader, Mulliken in the original basis and the two Wannier rules, μ_A runs from 0.745 to 1.000 μ_B.

**Q:** Then how should I compare my two programs?

**A:** Use the same cell, origin and choice of up direction in both, since moving the origin multiplies each M(G) by a phase and reversing the up direction changes every sign. Compare the cell totals first, then m(r) or several M(G). A disagreement there is a real difference between the calculations, in the functional, the treatment of the core electrons, the convergence or the state that was found. If those agree, recompute the atomic moments with one rule, including the same radius, basis or Wannier construction.

Compare with experiment in the same way, through the bulk magnetization and M(G) where possible. Agreement is not guaranteed even then. Exact spin-density theory would give the true m(r), but an approximate functional gives an approximate one, and no choice of partition repairs that error. The numbers for the model crystal can be checked in the check's output.

Numbers as computed

```
period a = 6.0 bohr, A at 0.0, B at 3.0 bohr
Gaussian exponents A, B = 0.5, 0.25 bohr^-2
well depth A up, A down, B = 2.0, 1.2, 1.5 hartree
well width (standard deviation) = 1.0 bohr; k points = 40
highest filled level = -1.0085 hartree
gap = 0.1579 hartree = 4.30 eV
cell total, cell starting at -1.7 bohr = 1.000000 mu_B
cell total, cell starting at 0.4 bohr = 1.000000 mu_B
cell total, cell starting at 2.9 bohr = 1.000000 mu_B
cell total = 9.2740e-24 J/T
M(G), G = 0 x 2pi/a: 1.0000 mu_B
M(G), G = 1 x 2pi/a: 0.5390 mu_B
M(G), G = 2 x 2pi/a: 0.4230 mu_B
M(G), G = 3 x 2pi/a: 0.1004 mu_B
M(G), G = 4 x 2pi/a: 0.0137 mu_B
m(x) at A = 0.5258 mu_B/bohr
m(x) at Bader boundary = 0.0612 mu_B/bohr
m(x) at B = 0.0987 mu_B/bohr
Moments on A, B and their sum (mu_B):
interval half-width 1.0 bohr: 0.7451, 0.1510, 0.8961
interval half-width 1.2 bohr: 0.7909, 0.1633, 0.9541
interval half-width 1.5 bohr: 0.8219, 0.1781, 1.0000
Bader boundary at x = 1.2889 bohr
Bader: 0.8036, 0.1964, 1.0000
Mulliken, original basis: 0.8958, 0.1042, 1.0000
slope of Mulliken A moment with lambda = 0.5992 mu_B
Mulliken, lambda = -0.2000: 0.7759, 0.2241, 1.0000
Mulliken, lambda = 0.2000: 1.0156, -0.0156, 1.0000
Mulliken, lambda = 0.5000: 1.1954, -0.1954, 1.0000
Mulliken, lambda = -0.6605: 0.5000, 0.5000, 1.0000
Wannier, both bands, atom-like: 0.8788, 0.1212, 1.0000
occupied Wannier centres on A, B: up 1, 1; down 0, 1
Wannier, occupied bands, by centre: 1.0000, 0.0000, 1.0000
fit to M(1), M(2), form-factor exponent A 0.5 bohr^-2: 1.0962, 0.5094, 1.6056
fit to M(1), M(2), form-factor exponent A 0.6 bohr^-2: 0.9503, 0.3759, 1.3261
spread of A moment over the six rules = 0.2549 mu_B
```
